# Does Bethe's z² law make proton and antiproton stopping equal?

**The argument under review.** "Bethe's stopping formula depends on the projectile's charge only through $z^2$. A proton and an antiproton have $z=+1$ and $z=-1$ and the same mass. At 0.6 MeV they must therefore lose equal energy in a thin silicon film, and any measured difference is an error."

The first sentence is correct. The conclusion needs more: that the formula contains every power of $z$ that matters at this speed. The comment below asks where the $z^2$ comes from, what the next power is, and how large it is.

**Conventions.** I use atomic units ($\hbar=m=e=1$, with $m$ the electron mass) except where eV, keV or nm are written. The projectile is a bare point charge on a straight path at constant speed $v$. Each target electron is bound in an isotropic oscillator of frequency $\omega$. With $n$ atoms per volume and $f$ electrons per atom in a group, the stopping power is

$$S=\frac{4\pi n z^2}{v^2}\sum f\,(L_0+zL_1+\dots).$$

**1. Where the square comes from**

In first-order perturbation theory the excitation amplitude is proportional to $z$, so the probability is proportional to $z^2$. For momentum transfer $q$ and $Q=q^2/2$, the cross-section for exciting $k$ quanta is

$$d\sigma_k=\frac{8\pi z^2}{v^2}\frac{dq}{q^3}P_k=\frac{2\pi z^2}{v^2}\frac{dQ}{Q^2}P_k ,$$

because $dQ=q\,dq$ gives $dq/q^3=dQ/(4Q^2)$. For an axis along $q$, the kick operator is $e^{i\lambda(a+a^\dagger)}$ with $\lambda^2=q^2/2\omega=Q/\omega$. Acting on the ground state it gives $e^{-\lambda^2/2}e^{i\lambda a^\dagger}|0\rangle$. Hence, with $u=Q/\omega$, $P_k=e^{-u}u^k/k!$.

Multiply by the energy $k\omega$, sum, and divide by $4\pi z^2/v^2$. The smallest momentum transfer is $k\omega/v$, so $u\ge k^2/B$ with $B=2v^2/\omega$:

$$L_0=\frac12\sum_{k\ge1}\int_{k^2/B}^{\infty}\frac{u^{k-2}e^{-u}}{(k-1)!}\,du .$$

For large $B$ the $k=1$ integral tends to $\ln B-\gamma$, where $\gamma$ is Euler's constant. For $k\ge2$ each integral is close to $1/(k-1)$ until $k$ reaches about $B$, then drops away; their sum tends to $\ln B+\gamma$. Thus $L_0\to\ln B=\ln(2v^2/\omega)$, Bethe's logarithm. The square belongs to first order in the interaction. It is not a symmetry between the two signs of charge.

**2. Why free electrons do not show the difference**

In the projectile's frame a free electron arrives with speed $v$ and is deflected by $\theta$, where $\tan(\theta/2)=|z|/(bv^2)$ and $b$ is the impact parameter. Its velocity changes by $2v\sin(\theta/2)$, so in the laboratory it gains

$$T=2v^2\sin^2\frac\theta2=\frac{2v^2}{1+(bv^2/z)^2}.$$

This is even in $z$ for any strength of collision. For $|z|/(bv^2)=0.5$ it gives $0.400\,v^2$; integrated trajectories of finite length give 0.4003 and 0.3997 for the two signs. For a single non-relativistic electron, a difference must therefore involve the binding. In a real electron gas, screening by the other electrons can also produce one.

**3. The next power for a bound electron**

Measure length in $b$ and time in $b/v$, and let $s=\omega b/v$, $\varepsilon=z/(bv^2)$. The projectile is at $\mathbf R=(1,\tau)$, with $R=\sqrt{1+\tau^2}$. The electron, initially at rest at the origin, obeys

$$\ddot{\mathbf r}+s^2\mathbf r=\varepsilon\frac{\mathbf R-\mathbf r}{|\mathbf R-\mathbf r|^3}
=\varepsilon(\mathbf F+G\mathbf r+\dots),$$

$$\mathbf F=\frac{\mathbf R}{R^3},\qquad G_{ij}=\frac{3R_iR_j-R^2\delta_{ij}}{R^5}.$$

Put $\mathbf r=\varepsilon\mathbf r_1+\varepsilon^2\mathbf r_2+\dots$. Then $\mathbf F$ drives $\mathbf r_1$, and $G\mathbf r_1$ drives $\mathbf r_2$: the electron has moved, so it feels a changed field.

For a total force $\mathbf f$, the combination $\mathbf w=\dot{\mathbf r}+is\mathbf r$ satisfies $\dot{\mathbf w}=\mathbf f+is\mathbf w$. The final energy is therefore $\frac12|\mathbf w|^2=\frac12|\int\mathbf f e^{-is\tau}d\tau|^2$. The first-order force gives

$$\mathbf A_1=\int\mathbf F e^{-is\tau}d\tau=(\alpha,-i\beta),\quad \alpha=2sK_1(s),\quad \beta=2sK_0(s),$$

with $K_0,K_1$ modified Bessel functions. With $\mathbf A_2=\int G\mathbf r_1e^{-is\tau}d\tau$, the square contains $\frac12\varepsilon^2|\mathbf A_1|^2$ and the cross term $\varepsilon^3\,\mathrm{Re}(\mathbf A_1^*\!\cdot\mathbf A_2)$. In ordinary units of energy,

$$T=v^2\varepsilon^2\left[2s^2(K_0^2+K_1^2)+\varepsilon g(s)+\dots\right],$$

$$g=\int\mathbf u\cdot G\mathbf r_1\,d\tau,\qquad \mathbf u=(\alpha\cos s\tau,\ \beta\sin s\tau).$$

The displacement can be simplified. Write $\mathbf r_1=\mathbf r_s+\frac12\mathbf r_f$, where

$$\mathbf r_s=\frac12\int\frac{\sin(s|\tau-\tau'|)}{s}\mathbf F(\tau')d\tau',\qquad
\mathbf r_f=\frac1s(\alpha\sin s\tau,\,-\beta\cos s\tau).$$

Under $\tau\to-\tau$, $\mathbf u$ and $\mathbf r_s$ have an even first and an odd second component, while $\mathbf r_f$ has the opposite parities. The diagonal elements of $G$ are even and the off-diagonal one is odd. So $\mathbf u\cdot G\mathbf r_f$ is odd and integrates to zero, leaving

$$g(s)=\int\mathbf u\cdot G\mathbf r_s\,d\tau .$$

At $s=1$ this gives $g=1.797$. Trajectories in the full Coulomb field with $\varepsilon=\pm0.01$ also give 1.797. Computed values at twelve points from $s=0.01$ to 1.5 are all positive: there the proton transfers more energy and the antiproton less.

**4. The weak-binding limit**

As $s\to0$, $\mathbf u\to(2,0)$ and $\mathbf r_s\to(R,-\operatorname{arsinh}\tau)$. Therefore

$$g(0)=2\int\left[\frac{3}{R^4}-\frac1{R^2}-\frac{3\tau\operatorname{arsinh}\tau}{R^5}\right]d\tau
=2\left[\frac{3\pi}{2}-\pi-\frac\pi2\right]=0 .$$

The last integral follows by parts: it equals $\int R^{-4}d\tau=\pi/2$. The transverse displacement contributes $+\pi$ and the longitudinal one $-\pi$. "The proton pulls the electron closer" is thus only half of the explanation; for a free electron the other half cancels it, as section 2 requires.

Binding spoils the cancellation at first order in $s$. I use

$$\int_0^\infty\frac{1-\cos y}{y^2}dy=\frac\pi2,\qquad \int_0^\infty\frac{y-\sin y}{y^3}dy=\frac\pi4 .$$

For $\tau$ of order one, the distant parts of the path shift $\mathbf r_s$ by $(-\pi s/4,\ \pi s\tau/2)$. Since $\int G_{xx}d\tau=2$ and $\int\tau G_{xz}d\tau=2$, this adds $2[-\pi s/2+\pi s]=\pi s$.

For $|\tau|$ of order $1/s$, $G_{xx}\approx-1/|\tau|^3$, and $u_xr_{s,x}\approx\sin(2s|\tau|)/s$ replaces the value $2|\tau|$ already counted. With $y=2s\tau$ this adds

$$-2\int_0^\infty\frac{\sin(2s\tau)/s-2\tau}{\tau^3}d\tau
=8s\int_0^\infty\frac{y-\sin y}{y^3}dy=2\pi s .$$

The remaining terms are of higher order; numerically $g-3\pi s$ scales as $s^3\ln^2 s$, so $g\simeq3\pi s$. At $s=0.001$ the quadrature gives $g/s=9.426$, against $3\pi=9.425$.

**5. Does the classical result survive quantum mechanics?**

For distant collisions it does, to leading order. With the interaction expanded through the quadrupole term, the force is linear in $\mathbf r$, and Ehrenfest's theorem gives the mean position the equation used above. Zero-point spreading adds corrections of relative order $(a/b)^2$, where $a=1/\sqrt\omega$ is the oscillator's transverse rms size. Solving the Schrödinger equation in these fields for the two coordinates in the collision plane, with $s=1$ and $a/b=0.1$, gives $g=1.806$, within 1% of 1.797. The octupole term and the zero-point motion normal to the plane, both left out there, also enter at relative order $(a/b)^2$. In the full Coulomb field in three dimensions, the same $s$ and $a/b$ give $g\approx1.87$, about 4% above the classical value, almost all of it from the octupole term. The 1% agreement therefore tests the quadrupole model and is not the full quantum error, which at $s=1$ is roughly $4(a/b)^2$.

The corrections are small only for $b\gg a$. I nevertheless integrate from $b=a$ outwards: this cutoff is a model choice that affects the size of $L_1$, and the classical result is already unreliable close to it. The odd energy transfer is $v^2\varepsilon^3g=z^3g/(b^3v^4)$, and $db/b^2=(\omega/v)\,ds/s^2$:

$$\int_a^\infty2\pi b\,\frac{z^3g}{b^3v^4}\,db=\frac{2\pi z^3\omega}{v^5}\int_{s_0}^\infty\frac{g}{s^2}ds,\qquad s_0=\frac{\omega a}{v}.$$

Setting this equal to $4\pi z^3L_1/v^2$ gives

$$L_1=\frac{\omega}{2v^3}\int_{s_0}^{\infty}\frac{g(s)}{s^2}\,ds .$$

For small $s_0$ this behaves as $(3\pi\omega/2v^3)\ln(1/s_0)$, while $L_0$ grows logarithmically. In this non-relativistic model the difference between the charges fades at high speed, where Bethe's law is recovered. For real particles a relativistic (Mott) correction to close collisions adds about $\pi v/2c^2$ (with $c\approx137$) to $L_1$. It grows with speed, so a difference of a few tenths of a percent remains near the speed of light.

**6. A silicon-like film at 0.6 MeV**

Take 50 atoms/nm³, a thickness of 200 nm, and groups of 4, 8 and 2 electrons at 20, 220 and 4000 eV. These are rough model values. Both particles have $v=4.90$ and $2v^2=1307$ eV.

The outer group has $L_0=4.130$, $L_1=0.035$; the middle group has $L_0=1.260$, $L_1=0.079$. The inner group has $L_0=0.006$, and its $L_1$ is omitted because the expansion in $z$ converges poorly there. It supplies 0.05% of the even stopping. The sums are

$$\sum fL_0=4(4.130)+8(1.260)+2(0.006)=26.61,$$
$$\sum fL_1=4(0.0352)+8(0.0788)=0.771 .$$

The prefactor $4\pi n/v^2$ is 1.993 eV/nm, so

$$S_\pm=1.993\,(26.61\pm0.77)\ \text{eV/nm}.$$

The proton loses 54.6 eV/nm and the antiproton 51.5 eV/nm, a deficit of 5.6% relative to the proton. Across the film the losses are 10.9 and 10.3 keV, differing by 0.61 keV. These differences depend strongly on the cutoff: the deficit is 2.8% for a cutoff at $\sqrt2\,a$, 9.7% at $a/\sqrt2$ and 15% at $a/2$, so only the sign and order of magnitude are fixed by the model.

Individual losses scatter by more than this: Bohr's estimate, treating all 14 electrons as free, is $\sigma=1.91$ keV. For $N$ particles per beam the standard error of the difference is $\sigma\sqrt{2/N}$. A difference of ten standard errors needs $N=200(1.91/0.615)^2\approx1900$, before detector noise and beam spread are included.

With the film model fixed, the calculated deficit falls to 3.6% at 0.9 MeV, 0.85% at 3 MeV and 0.17% at 10 MeV. The last two are the less complete, since the inner electrons then take part but their odd term is still missing: the same formula for $L_1$ applied to them gives 1.0% and 0.29%. The Mott term adds a further 0.05 and 0.07 percentage points there, against 0.04 at 0.6 MeV.

**7. What the number leaves out**

The largest omission is probably the odd term from $b<a$. Classical trajectories between $b=1/v^2$ and $a$ give further contributions of 0.080 (outer) and 0.425 (middle), again favouring the proton. Including them would raise the deficit to 29%. That is neither a prediction nor a bound: for the middle group $a=0.019$ nm, while the electron's reduced wavelength $1/v$ in the projectile's frame is about 0.011 nm, so classical paths are not justified over much of this range.

Measurements in silicon show a deficit of very roughly 20% near 0.5 MeV and a few percent at 3 MeV. The distant-collision model has the right sign and trend but, with the cutoff at $b=a$, is several times too small. The omitted close collisions are the likely main reason, though the classical estimate cannot establish this.

Several other effects are small or common to both charges. The Bloch term would lower the stopping number of each outer and middle electron by 0.048, equally for both signs; for these 12 electrons together that is about 2% of $\sum fL_0$. Nuclear stopping is about 0.1% of electronic stopping, $(v/c)^2$ is 0.0013, and the proton loses 1.8% of its energy in the film. Channelling and the collective response of the solid are not modelled. At lower speeds the proton also captures electrons, which an antiproton cannot do, and the bare-charge comparison fails.

**Assessment.** The argument takes the first term of a series for the whole series. Equal losses are approached for fast bare charges, up to a small relativistic odd term; at 0.6 MeV the odd term is large enough to measure. A corrected version would read: "To first order in the interaction the losses are equal; the next order lowers the antiproton's." The supporting values are in the numerical output.

## Values computed for the example and the checks

```
free electron gain, z=+1 / z=-1 (m v^2): 0.4003 / 0.3997
free electron gain, formula (m v^2): 0.4000
bound, s=1, even part: trajectory 1.0801, formula 1.0791
bound, s=1, odd part g: formula 1.7966, trajectory 1.7971
bound, s=1, odd part g: Schroedinger 1.8061
g(s)/s at s=0.001: 9.4258; 3 pi = 9.4248
projectile energy: 0.6 MeV; speed: 4.901 atomic units
2 m v^2: 1307.1 eV
atom density: 50.0 per nm^3; film: 200.0 nm
mean excitation energy of model: 167.8 eV
outer: electrons 4, energy 20.0 eV, L0 4.1304, L1 0.0352
  cutoff b 0.0617 nm, s0 0.1749, omega/v^3 0.00624
  trajectory L1: beyond cutoff 0.0352, inside cutoff 0.0799
middle: electrons 8, energy 220.0 eV, L0 1.2597, L1 0.0788
  cutoff b 0.0186 nm, s0 0.5802, omega/v^3 0.06869
  trajectory L1: beyond cutoff 0.0798, inside cutoff 0.4254
inner: electrons 2, energy 4000.0 eV, L0 0.0060, L1 0.0000
sum f L0: 26.612; sum f L1: 0.771
stopping without odd term: 53.05 eV/nm
proton stopping: 54.59 eV/nm; antiproton: 51.51 eV/nm
antiproton deficit relative to proton: 5.63 %
deficit if classical inside part is added: 28.89 %
loss in film: proton 10.917 keV, antiproton 10.303 keV
loss difference in film: 0.615 keV
Bohr straggling (rms, all electrons): 1.910 keV
particles per beam for a 10-standard-error difference: 1930
energy 0.6 MeV: antiproton deficit 5.631 %
energy 0.9 MeV: antiproton deficit 3.619 %
energy 3.0 MeV: antiproton deficit 0.849 %
energy 10.0 MeV: antiproton deficit 0.173 %
neglected: (v/c)^2 = 0.00128
neglected: Bloch term per electron -0.0483 (same for both signs)
neglected: nuclear/electronic stopping, rough 0.101 %
inner group share of even stopping: 0.045 %
proton energy lost in film: 1.82 % of initial
```
